**Shallow donor in GaAs: binding energy and its limits**

In the effective-mass approximation a shallow donor has binding energy m/(2ε²) hartree and orbit radius ε/m bohr, where m is the band mass in electron masses and ε the static relative permittivity. For m = 0.067 and ε = 12.9 the output gives 5.48 meV and 101.9 Å. The program asserts that the energy formula agrees with a finite-difference solution of the radial equation for two pairs of parameters. It also diagonalizes a one-dimensional crystal containing a donor and asserts that the envelope equation with the band mass reproduces the level within 3%, while the bare mass misses it by more than 20%. Further assertions cover the completed-square identity, the first-order short-range shift, the two-band quartic term and the mean square kinetic energy. The closed formula for the ionized fraction is compared with a Fermi-Dirac root search at 300 K and 77 K. The short-range and nonparabolic effects come out at 0.056 and 0.087 meV; both are rough sizes that rest on simple models.

## Numerical check

```python
# Result under test: a shallow donor has binding energy m/(2 eps^2) hartree
# and envelope exp(-r/a), a = eps/m bohr, in the effective-mass approximation.
# m: band mass / electron mass; eps: static relative permittivity.
# Internal work is in atomic units; printed numbers carry their own units.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, toeplitz
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10   # angstrom
KB = const.k / const.e / HARTREE                           # hartree per K
m, eps = 0.067, 12.9


def binding(mass, permittivity):
    return mass / (2 * permittivity**2)


def radial_ground(mass, potential, step, rmax):
    """Lowest s level of -laplacian/(2 mass) + potential, finite differences."""
    r = step * np.arange(1, int(rmax / step))
    diagonal = 1 / (mass * step**2) + potential(r)
    off = np.full(len(r) - 1, -1 / (2 * mass * step**2))
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


# --- Binding formula against direct solution, two different parameter pairs
eb = binding(m, eps)
radius = eps / m
numeric = -radial_ground(m, lambda r: -1 / (eps * r), 1.0, 4000.0)
assert abs(numeric / eb - 1) < 1e-3
other = -radial_ground(0.2, lambda r: -1 / (8.0 * r), 0.5, 1000.0)
assert abs(other / binding(0.2, 8.0) - 1) < 1e-3

# --- Completed-square identity, on a function that is not the ground state
length = 1.7
f = lambda r: np.exp(-r**2 / 2)
df = lambda r: -r * np.exp(-r**2 / 2)
square = quad(lambda r: (df(r) + f(r) / length)**2 * r**2, 0, 12)[0]
expanded = quad(lambda r: (df(r)**2 + f(r)**2 / length**2) * r**2
                - 2 * f(r)**2 * r / length, 0, 12)[0]
assert abs(square - expanded) < 1e-8

# --- Envelope equation against a full one-dimensional crystal with a donor
cells, period, v = 240, 5.0, 0.05     # crystal potential 2 v cos(2 pi x/period)
G = 2 * np.pi / period
box = cells * period


def bands(k):
    n = np.arange(-3, 3)
    return np.linalg.eigvalsh(np.diag((k + n * G)**2 / 2)
                              + v * (np.eye(6, k=1) + np.eye(6, k=-1)))


dk = 1e-3
edge = bands(G / 2)
mass_1d = dk**2 / (bands(G / 2 + dk)[1] + bands(G / 2 - dk)[1] - 2 * edge[1])
points = 12 * cells
x = np.arange(points) * box / points
x = np.minimum(x, box - x)
donor = -1 / (eps * np.sqrt(x**2 + 20.0**2))
donor_q = np.fft.fft(donor).real / points
top = 5 * cells // 2
j = np.arange(-top, top + 1)
size = len(j)
H = toeplitz(donor_q[:size]) + np.diag((2 * np.pi * j / box)**2 / 2)
rows = np.arange(size - cells)
H[rows, rows + cells] += v
H[rows + cells, rows] += v
# the lower band holds one state per cell, so the next state is the donor level
level = eigh(H, eigvals_only=True, subset_by_index=[cells, cells])[0]
crystal_binding = edge[1] - level


def envelope_binding(mass):
    q = 2 * np.pi * np.arange(-cells // 2, cells // 2 + 1) / box
    h = toeplitz(donor_q[:len(q)]) + np.diag(q**2 / (2 * mass))
    return -np.linalg.eigvalsh(h)[0]


env_binding = envelope_binding(mass_1d)
bare_binding = envelope_binding(1.0)
assert abs(env_binding / crystal_binding - 1) < 0.03  # nonparabolic remainder
assert abs(bare_binding / crystal_binding - 1) > 0.2

# --- Chance of finding the electron close to the donor
near = 5.0 / BOHR / radius
inside = 1 - np.exp(-2 * near) * (1 + 2 * near + 2 * near**2)
inside_num = quad(lambda t: 4 * t**2 * np.exp(-2 * t), 0, near)[0]
assert abs(inside / inside_num - 1) < 1e-6
lattice = 5.65
cells_in_orbit = 4 * np.pi / 3 * (radius * BOHR)**3 / (lattice**3 / 4)

# --- Failure of screening at short range
s = 1.0 / BOHR


def core_shift(strength):
    extra = lambda r: strength * (1 - 1 / eps) * np.exp(-r / s) / r
    plain = radial_ground(m, lambda r: -1 / (eps * r), 0.2, 3000.0)
    full = radial_ground(m, lambda r: -1 / (eps * r) - extra(r), 0.2, 3000.0)
    return plain - full


first_order = 4 * (1 - 1 / eps) / radius**3 / (1 / s + 2 / radius)**2
assert abs(core_shift(0.05) / (0.05 * first_order) - 1) < 0.02
core = core_shift(1.0)

# --- Nonparabolic band: quartic coefficient and mean square kinetic energy
k, M, gap, r = sp.symbols("k M gap r", positive=True)
P2 = (1 / M - 1) * gap / 2
two_band = k**2 / 2 + (sp.sqrt(gap**2 + 4 * P2 * k**2) - gap) / 2
series = sp.series(two_band, k, 0, 6).removeO()
kinetic = k**2 / (2 * M)
claimed = kinetic - (1 - M)**2 / gap * kinetic**2
assert sp.simplify(sp.expand(series - claimed)) == 0
F = sp.exp(-r) / sp.sqrt(sp.pi)
lap = sp.diff(r**2 * sp.diff(F, r), r) / r**2
# lengths in a, energies in units of the binding energy: T = -laplacian
t_squared = sp.integrate(sp.expand(sp.simplify(lap**2 * 4 * sp.pi * r**2)),
                         (r, 0, sp.oo))
assert sp.simplify(t_squared - 5) == 0
gap_ev = 1.5
nonparabolic = 5 * (1 - m)**2 / gap_ev * (eb * HARTREE)**2   # eV

# --- Thermal ionization: closed formula against Fermi-Dirac root search
cm3 = (BOHR * 1e-8)**3                # one cubic bohr in cm^3
donors_cm3 = 1e15
donors = donors_cm3 * cm3


def level_weight(T, excited):
    w = 2 * np.exp(eb / (KB * T))
    return w + (8 * np.exp(eb / (4 * KB * T)) if excited else 0.0)


def band_density(T):
    return 2 * (m * KB * T / (2 * np.pi))**1.5


def ionized(T, excited):
    K = band_density(T) / (donors * level_weight(T, excited))
    return (-K + np.sqrt(K**2 + 4 * K)) / 2


def ionized_numeric(T, excited):
    pref = np.sqrt(2) * (m * KB * T)**1.5 / np.pi**2

    def electrons(eta):
        return pref * quad(lambda t: 2 * t**2 / (1 + np.exp(t**2 - eta)), 0, 8)[0]

    def imbalance(eta):
        occupied = level_weight(T, excited) * np.exp(eta)
        return electrons(eta) * (1 + occupied) / donors - 1

    return electrons(brentq(imbalance, -20, 2)) / donors


for T in (300.0, 77.0):
    for excited in (False, True):
        assert abs(ionized(T, excited) / ionized_numeric(T, excited) - 1) < 0.01

# --- Scales of field and density
eb_ev, a_ang = eb * HARTREE, radius * BOHR
field = eb_ev / a_ang * 100           # 1 V/angstrom = 100 MV/cm
mott = (0.25 / (a_ang * 1e-8))**3
spacing = donors_cm3**(-1 / 3) * 1e8
eps_fast, phonon = 10.9, 36.0
mev = 1000 * HARTREE

print(f"Input: band mass = {m} electron masses")
print(f"Input: static permittivity = {eps} (relative)")
print(f"Rydberg energy = {HARTREE / 2:.4f} eV")
print(f"Bohr radius = {BOHR:.5f} angstrom")
print(f"Reduction by mass, 1/m = {1 / m:.2f} (ratio)")
print(f"Reduction by screening, eps^2 = {eps**2:.2f} (ratio)")
print(f"Donor binding energy = {eb_ev:.6f} eV = {1000 * eb_ev:.2f} meV")
print(f"Same from radial finite differences = {numeric * mev:.3f} meV")
print(f"Donor radius a = {a_ang:.1f} angstrom = {a_ang / 10:.2f} nm")
print("One-dimensional crystal test:")
print(f"  period = {period * BOHR:.3f} angstrom, cells = {cells}")
print(f"  gap = {(edge[1] - edge[0]) * HARTREE:.3f} eV")
print(f"  band mass = {mass_1d:.4f} electron masses")
print(f"  binding, full crystal = {crystal_binding * mev:.2f} meV")
print(f"  binding, envelope equation = {env_binding * mev:.2f} meV")
print(f"  binding, bare mass instead = {bare_binding * mev:.2f} meV")
print(f"Rough lattice constant = {lattice} angstrom")
print(f"Primitive cells in sphere of radius a = {cells_in_orbit:.2g}")
print(f"Probability within 5 angstrom of donor = {inside:.2e}")
print(f"Rough optical phonon energy = {phonon:.0f} meV")
print(f"Phonon energy / binding energy = {phonon / (1000 * eb_ev):.1f}")
print(f"Rough high-frequency permittivity = {eps_fast} (relative)")
print(f"Binding if ions did not follow = {binding(m, eps_fast) * mev:.2f} meV")
print(f"Short-range screening length, rough = {s * BOHR:.1f} angstrom")
print(f"Extra binding from short range = {core * mev:.3f} meV")
print(f"Rough band gap = {gap_ev} eV")
print(f"Nonparabolicity scale = {1000 * nonparabolic:.3f} meV")
print(f"Donor density = {donors_cm3:.1e} cm^-3")
print(f"Mean donor spacing = {spacing:.0f} angstrom")
print(f"Mott density, rule of thumb = {mott:.2e} cm^-3")
print(f"Field scale E_b/(e a) = {field:.5f} MV/cm")
for T in (300.0, 77.0):
    print(f"Thermal energy at {T:.0f} K = {KB * T * mev:.2f} meV")
    print(f"  band density of states = {band_density(T) / cm3:.2e} cm^-3")
    print(f"  ionized fraction, ground level only = {ionized(T, False):.3f}")
    print(f"  ionized fraction, with n = 2 levels = {ionized(T, True):.3f}")
print("OK")
```

Printed output:

```
Input: band mass = 0.067 electron masses
Input: static permittivity = 12.9 (relative)
Rydberg energy = 13.6057 eV
Bohr radius = 0.52918 angstrom
Reduction by mass, 1/m = 14.93 (ratio)
Reduction by screening, eps^2 = 166.41 (ratio)
Donor binding energy = 0.005478 eV = 5.48 meV
Same from radial finite differences = 5.478 meV
Donor radius a = 101.9 angstrom = 10.19 nm
One-dimensional crystal test:
  period = 2.646 angstrom, cells = 240
  gap = 2.718 eV
  band mass = 0.1119 electron masses
  binding, full crystal = 47.66 meV
  binding, envelope equation = 47.74 meV
  binding, bare mass instead = 75.58 meV
Rough lattice constant = 5.65 angstrom
Primitive cells in sphere of radius a = 9.8e+04
Probability within 5 angstrom of donor = 1.46e-04
Rough optical phonon energy = 36 meV
Phonon energy / binding energy = 6.6
Rough high-frequency permittivity = 10.9 (relative)
Binding if ions did not follow = 7.67 meV
Short-range screening length, rough = 1.0 angstrom
Extra binding from short range = 0.056 meV
Rough band gap = 1.5 eV
Nonparabolicity scale = 0.087 meV
Donor density = 1.0e+15 cm^-3
Mean donor spacing = 1000 angstrom
Mott density, rule of thumb = 1.48e+16 cm^-3
Field scale E_b/(e a) = 0.00538 MV/cm
Thermal energy at 300 K = 25.85 meV
  band density of states = 4.35e+17 cm^-3
  ionized fraction, ground level only = 0.994
  ionized fraction, with n = 2 levels = 0.976
Thermal energy at 77 K = 6.64 meV
  band density of states = 5.66e+16 cm^-3
  ionized fraction, ground level only = 0.930
  ionized fraction, with n = 2 levels = 0.826
OK
```
